# Valence Lamb shifts and relativistic shifts of s electrons in heavy atoms

## The situation

The 6s electron of gold spends nearly all its time outside the core, yet relativity lowers its energy by more than an electronvolt. The cause lies in brief passages close to the nucleus, where the electron is fast. In the same region the electron is also affected by its own radiation field (self-energy, SE) and by the polarized vacuum around the nucleus (vacuum polarization, VP). If relativity matters so much for a valence level, how much do these radiative corrections matter?

Both kinds of shift grow steeply with nuclear charge $Z$, but they grow together, so their ratio is the useful quantity. Below it is found for a weakly bound s electron, with the first corrections to the limits used, and then compared with calculations for copper, silver and gold.

Atomic units are used, with $c=1/\alpha$; energies of real atoms are given in eV. The relativistic shift $\Delta_{\rm rel}$ is the Dirac minus the Schrödinger valence eigenvalue. The density of the nonrelativistic valence electron at the nucleus is $\rho_0$, and $\gamma=\sqrt{1-(Z\alpha)^2}$. Radiative effects are taken at one loop. The Breit interaction and electron correlation are left out.

## Why one number carries the outer atom

Close to the nucleus the potential is $-Z/r$ plus a slowly varying screening term, and the valence energy is negligible beside it. The regular s solution is then fixed up to a factor, whatever the outer atom looks like. That factor is measured by $\rho_0$. As long as relativity changes the normalization of the orbital only a little, a short-range perturbation therefore shifts the level by $\rho_0$ times a function of $Z$, and this function can be read off from hydrogenlike $ns$ states of large $n$, which are also weakly bound. For them

$$\rho_0=\frac{Z^3}{\pi n^3}.$$

## The relativistic shift at large $n$

The Dirac energy of a hydrogenlike $ns$ state, without the rest energy, is

$$E=c^2\left[\left(1+\frac{(Z\alpha)^2}{N^2}\right)^{-1/2}-1\right],\qquad N=n-\delta,\quad \delta=1-\gamma .$$

With $(1+y)^{-1/2}=1-y/2+3y^2/8-\dots$ and $c^2\alpha^2=1$,

$$E=-\frac{Z^2}{2N^2}+\frac{3\alpha^2Z^4}{8N^4}+\dots$$

Next, $N^{-2}=n^{-2}(1+2\delta/n+3\delta^2/n^2+\dots)$. Subtracting the Schrödinger energy $-Z^2/2n^2$ leaves

$$\Delta_{\rm rel}=-\frac{Z^2\delta}{n^3}-\frac{3Z^2\delta^2}{2n^4}+\frac{3\alpha^2Z^4}{8n^4}+\dots$$

Since $(Z\alpha)^2=1-\gamma^2=\delta(2-\delta)$, the last term equals $3Z^2\delta(2-\delta)/8n^4$. Collecting,

$$\Delta_{\rm rel}=-\frac{Z^2\delta}{n^3}\left[1+\frac1n\left(\frac{15\delta}{8}-\frac34\right)+O(n^{-2})\right].$$

For gold, $Z\alpha=0.5765$ and $\delta=0.1829$, so the correction is $-0.407/n$. At $n=200$ the formula gives $n^3\Delta_{\rm rel}/Z^2=-0.1829\,(1-0.0020)=-0.1825$, which is also the value from the full energies.

Replacing $1/n^3$ by $\pi\rho_0/Z^3$ in the leading term gives the contact estimate

$$\Delta_{\rm rel}\simeq-\frac{\pi(1-\gamma)}{Z}\rho_0\;\longrightarrow\;-\frac{\pi}{2}\alpha^2Z\rho_0\quad(Z\alpha\ll1).$$

In a screened atom this is rougher than it looks. The mass-velocity term contributes $-(E-V)^2/2c^2$, which behaves as $Z^2/r^2$. In a Coulomb field at zero energy the radial density $r^2R^2$, averaged over its oscillations, varies as the inverse of the local momentum, that is, as $r^{1/2}$. The contribution from beyond a radius $r_1$ thus scales as

$$\int_{r_1}^\infty r^{-2}\,r^{1/2}\,dr\propto r_1^{-1/2}.$$

This falls slowly, so part of the shift arises where the core already screens the nucleus.

## Vacuum polarization and its first correction

The vacuum around a point nucleus adds the Uehling potential

$$V_U(r)=-\frac{2\alpha Z}{3\pi r}\int_1^\infty dt\,e^{-2tr/\alpha}\left(1+\frac1{2t^2}\right)\frac{\sqrt{t^2-1}}{t^2}.$$

It is attractive: inside the polarization cloud the electron sees more than the charge measured from afar. Its range is of order $\alpha$, much shorter than the orbital scale $1/Z$ when $Z\alpha\ll1$. All radiative shifts will be written as

$$\Delta=\alpha^3Z\rho_0F .$$

For the leading term the density is set to $\rho_0$. Since $\int d^3r\,e^{-2tr/\alpha}/r=4\pi(\alpha/2t)^2=\pi\alpha^2/t^2$,

$$\Delta_{\rm VP}=-\frac{2\alpha^3Z\rho_0}{3}\int_1^\infty dt\,\frac{\sqrt{t^2-1}}{t^4}\left(1+\frac1{2t^2}\right).$$

With $t=1/\cos\theta$ the two pieces are $\int_0^{\pi/2}\sin^2\theta\cos\theta\,d\theta=1/3$ and $\frac12\int_0^{\pi/2}\sin^2\theta\cos^3\theta\,d\theta=\frac12\cdot\frac2{15}$. Their sum is $2/5$, hence $F_{\rm VP}=-4/15$.

The first correction comes from the slope of the density. Regularity of $R''+2R'/r+2ZR/r$ at the origin requires $R'(0)=-ZR(0)$, so $\rho(r)=\rho_0(1-2Zr+\dots)$. This holds for the valence electron as for hydrogen. The extra integral is $\int d^3r\,e^{-2tr/\alpha}=8\pi(\alpha/2t)^3=\pi\alpha^3/t^3$, and

$$\delta\Delta_{\rm VP}=(-2Z\rho_0)\left(-\frac{2\alpha Z}{3\pi}\right)\pi\alpha^3\int_1^\infty dt\,\frac{\sqrt{t^2-1}}{t^5}\left(1+\frac1{2t^2}\right).$$

The same substitution gives $\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\pi/16$ and $\frac12\int_0^{\pi/2}\sin^2\theta\cos^4\theta\,d\theta=\pi/64$, together $5\pi/64$. Therefore

$$F_{\rm VP}=-\frac4{15}+\frac{5\pi}{48}Z\alpha+\dots$$

The correction weakens VP because the density falls away from the nucleus. The next order contains the relativistic change of the density, which near a point nucleus behaves as $r^{2\gamma-2}\approx1-(Z\alpha)^2\ln r$ and strengthens VP.

## Self-energy at small $Z\alpha$

For photons of low energy $\omega$ the electron may be treated nonrelativistically, with coupling $\mathbf p\cdot\mathbf A/c$. In a volume $\Omega$ each mode has squared field amplitude $2\pi c^2/\Omega\omega$. The sum over polarizations and directions gives $8\pi/3$ times $|\mathbf p_{ka}|^2$, and the mode density contributes $\Omega\omega^2d\omega/8\pi^3c^3$. The product of these factors is $(2\alpha^3/3\pi)\,\omega\,d\omega$. With $D_k=E_k-E_a$, second-order perturbation theory gives

$$-\frac{2\alpha^3}{3\pi}\sum_k|\mathbf p_{ka}|^2\int_0^{\Omega_c}\frac{\omega\,d\omega}{D_k+\omega}.$$

A free electron has the same expression with $D_k=0$. That part belongs to the observed mass and is subtracted. Because $1-\omega/(D_k+\omega)=D_k/(D_k+\omega)$, what remains for a cutoff $\Omega_c\gg|D_k|$ is

$$\Delta_{\rm SE}=\frac{2\alpha^3}{3\pi}\sum_k|\mathbf p_{ka}|^2D_k\ln\frac{\Omega_c}{|D_k|}.$$

The weights obey a sum rule. From the double commutator of $\mathbf p$ with the Hamiltonian, $\sum_k|\mathbf p_{ka}|^2D_k=\frac12\langle\nabla^2V\rangle=2\pi Z\rho_0$ for $V=-Z/r$. Writing the weighted logarithmic mean of $|D_k|$ as $Z^2k_0/2$,

$$F_{\rm SE}=\frac43\ln\frac{2\Omega_c}{Z^2k_0}.$$

The cutoff stands for the relativistic region, so it is of order $c^2$, and the logarithm is $\ln(Z\alpha)^{-2}$ plus a constant. The constant needs the full one-loop theory. I take from it two results that are not derived here: matching gives $\Omega_c=\frac12c^2e^{5/6}$, and the next order is linear in $Z\alpha$:

$$F_{\rm SE}=\frac43\ln\frac1{(Z\alpha)^2}+\frac{10}9-\frac43\ln k_0+4\pi\left(\frac{139}{128}-\frac{\ln2}2\right)Z\alpha+\dots$$

The sign is positive: coupling to the field smears the electron's position and weakens the attraction at the nucleus. For hydrogen 1s, summing over a discretized set of p states in a Gaussian basis gives $\ln k_0=2.98$. At $Z=10$ the four terms are then

$$6.98+1.11-3.97+0.68=4.80 .$$

## The ratio

Dividing the contact forms cancels $\rho_0$:

$$\frac{\Delta_{\rm QED}}{\Delta_{\rm rel}}=-\frac{\alpha^3Z^2}{\pi(1-\gamma)}(F_{\rm SE}+F_{\rm VP}).$$

Since $(Z\alpha)^2=(1-\gamma)(1+\gamma)$, this becomes

$$\frac{\Delta_{\rm QED}}{\Delta_{\rm rel}}=-\frac{\alpha}{\pi}(1+\gamma)\,(F_{\rm SE}+F_{\rm VP}).$$

At small $Z\alpha$ the prefactor is $2\alpha/\pi=0.465$ percent, with a first correction factor $1-(Z\alpha)^2/4$. In this approximation the steep growth with $Z$ has dropped out, and so have the outer potential and, apart from a weak dependence left in $F_{\rm SE}$ ($\ln k_0$ falls from 2.98 for hydrogen 1s to 2.74 for 5s), the principal quantum number. In many-electron atoms this holds only roughly. Part of the relativistic shift arises where the nucleus is screened, the mean field responds to relativity, and in heavy atoms relativity also changes the normalization of the orbital. The contact ratio is about half the value computed below for the atom, in copper ($-1.2$ against $-2.5$ percent) and silver ($-0.9$ against $-2.0$ percent) as well as in gold. In copper the radiative shift is within about 4 percent of its contact value, but the relativistic shift is only 0.52 of its own. A percent-sized ratio follows whenever $F_{\rm SE}+F_{\rm VP}$ is of order one to a few. It is negative because SE outweighs VP. VP by itself has the same sign as the relativistic shift.

For light nuclei the logarithm makes $F_{\rm SE}$ larger, and the ratio rises to several times the prefactor. Going up in $Z$, the logarithm falls while the linear terms grow, with total coefficient $9.29+0.33=9.62$. The truncated sum has a minimum where $8/(3Z\alpha)=9.62$, at $Z\alpha=0.28$ or $Z\approx38$. There the first correction changes as fast as the leading term, and the series has stopped being a guide. Gold, with $Z\alpha=0.58$, lies well beyond this point.

## Self-energy at the charge of gold

For heavy atoms I use the Flambaum–Ginges radiative potential. Its strength functions were fitted to hydrogenlike self-energies calculated without expansion in $Z\alpha$; they are an input here. With $d=(Z-80)\alpha$, the high-frequency electric part is

$$V_f=A(r)\frac{\alpha Z}{\pi r}\int_1^\infty\frac{dt\,e^{-2tr/\alpha}}{\sqrt{t^2-1}}\,B(t),$$

$$B=\left(1-\frac1{2t^2}\right)\left[\ln(t^2-1)+4\ln\left(\frac1{Z\alpha}+\frac12\right)\right]-\frac32+\frac1{t^2},$$

$$A=\left(1.071-1.976d^2-2.128d^3+0.169d^4\right)\frac{r}{r+0.07Z^2\alpha^3}.$$

The low-frequency part is $V_l=(0.074+0.35Z\alpha)Z^4\alpha^3e^{-Zr}$. The third part comes from the anomalous magnetic moment $\alpha/2\pi$, which couples the large and small radial components $P$ and $Q$:

$$\Delta_m=-\frac{\alpha^2}{2\pi}\int_0^\infty PQ\,V_m'\,dr,\qquad V_m=-\frac Zr\left[1-\int_1^\infty\frac{dt\,e^{-2tr/\alpha}}{t^2\sqrt{t^2-1}}\right].$$

The sign and size of the magnetic part follow from its nonrelativistic limit. There $P=rR$, $Q=\frac\alpha2(P'-P/r)=\frac\alpha2rR'$ and $V_m'\to Z/r^2$, so

$$\Delta_m=-\frac{\alpha^3Z}{4\pi}\int_0^\infty RR'\,dr=\frac{\alpha^3Z}{8\pi}R(0)^2=\frac12\alpha^3Z\rho_0,$$

because $R(0)^2=4\pi\rho_0$. It contributes $1/2$ to $F_{\rm SE}$.

For 1s at $Z=10$ the whole potential gives $F_{\rm SE}=4.99$, about 4 percent above the truncated series. This is not the accuracy of the potential: the next order of the series, taken from the literature, lowers the 1s value to about 4.63, some 8 percent below the potential. For 5s at $Z=10$ the potential again gives 4.99, while the truncated series, with $\ln k_0=2.74$, gives 5.12. For a hydrogenlike 5s state at $Z=79$, solved with the Dirac equation, the results are $F_{\rm SE}=2.06$ and $F_{\rm VP}=-0.405$. The two-term VP series would give $-0.267+0.189=-0.078$, so the expansion has indeed failed. The contact ratio for gold is

$$-0.002323\times1.817\times(2.061-0.405)=-0.0070,$$

or $-0.70$ percent. These $n=5$ values use the finite nucleus and Gaussian basis described below and are about 1 percent too large in magnitude: a converged basis gives $F_{\rm SE}=2.04$, $F_{\rm VP}=-0.401$ and $-0.69$ percent, and a point nucleus gives 2.06, $-0.407$ and $-0.70$ percent. The state $n=5$ is near the limit of large $n$ but not at it: for $n=20$ the same calculation with a point nucleus gives $F_{\rm SE}=1.94$, $F_{\rm VP}=-0.38$ and a ratio of $-0.66$ percent.

## Copper, silver and gold

The atoms were computed self-consistently in the exchange-only local-density approximation, with spherical, spin-averaged densities. The Schrödinger and Dirac radial equations were solved in Gaussian bases, with a Gaussian nuclear charge of root-mean-square radius $\sqrt{3/5}\times1.2A^{1/3}$ fm for $A=63$, 107 and 197. The radiative potentials are those of a point nucleus, averaged over the Dirac valence orbital. Energies are in eV.

| Level | $\Delta_{\rm rel}$ | SE | VP | Ratio |
|---|---|---|---|---|
| Cu 4s | −0.164 | 0.0044 | −0.0004 | −2.5% |
| Ag 5s | −0.394 | 0.0089 | −0.0010 | −2.0% |
| Au 6s | −1.568 | 0.0280 | −0.0055 | −1.4% |

For gold, $0.0280-0.0055=0.0225$ eV, and $0.0225/(-1.568)=-1.4$ percent. From copper to gold the relativistic shift grows by a factor 9.5 and the radiative shift by 5.5, while $Z^2$ grows by 7.4. The ratio therefore declines. The computed $F_{\rm SE}$ acts in this direction: for a hydrogenlike 5s state it falls from 2.96 at $Z=29$ to 2.34 at $Z=47$ and 2.06 at $Z=79$. The small-$Z\alpha$ series cannot be used to explain the trend, since silver and gold lie beyond its minimum. "One percent" is an order of magnitude, and for copper this model gives about two and a half.

The ratio of VP to SE is $-0.195$ in gold 6s and $-0.405/2.061=-0.197$ in the hydrogenlike 5s state. This fits the shared inner shape that the contact argument assumes: out to about 0.006 bohr the two densities are proportional within 3 percent.

### Where the contact estimate loses a factor of two

The contact ratio for gold was $-0.70$ percent, against $-1.44$ percent from the atom. The discrepancy can be traced. The Schrödinger calculation gives $\rho_0=11.99$ in atomic units. (A basis that resolves the nucleus gives 12.06, which moves the contact shift below to $-2.39$ eV and, with the converged $F$ values, the factor 1.36 to 1.37.) The contact relativistic shift is then

$$-\frac{\pi\times0.1829\times11.99}{79}=-0.0872\ \text{hartree}=-2.37\ \text{eV}.$$

Solving the Dirac equation in the unchanged Schrödinger potential gives $-2.42$ eV. Such close agreement should not be taken as the accuracy of the estimate, since errors cancel: with $\alpha$ reduced eightfold, the shift in the same potential is only 0.76 of the contact value. When all electrons adjust to relativity, the shift shrinks to $-1.57$ eV, or 0.66 of the contact value. Most of this reduction comes from the 6s electron itself. Putting only its contracted density into the mean field raises the level by 0.77 eV, out of 0.85 eV for all electrons together. The contracted s and p shells below it also raise the level, but the changed d and f shells lower it by nearly as much. A real electron does not repel itself, and the change in local-density exchange offsets almost none of this response, so most of the reduction is an artefact of the model.

The contact radiative shift is

$$\alpha^3Z\rho_0(F_{\rm SE}+F_{\rm VP})=3.68\times10^{-4}\times1.656=6.10\times10^{-4}\ \text{hartree}=0.0166\ \text{eV}.$$

The Dirac orbital gives 0.0225 eV, which is 1.36 times as much. The main cause is relativistic contraction of the valence orbital, which raises its amplitude near the nucleus. In the unchanged Schrödinger potential the Dirac 6s orbital already gives a VP shift 1.5 times the contact value, and the response of the mean field takes part of this back. Together the two factors give $1.36/0.66=2.06$, which accounts for the difference between the two ratios.

### Response of the mean field

The value 0.0225 eV is an expectation value in a fixed atom. Diagonalizing with the radiative potentials in the same fixed mean field gives 0.0224 eV, so higher orders in these potentials are unimportant. If the potentials act on all electrons and the mean field is made self-consistent again, the 6s shift falls to 0.0179 eV, a reduction of 20 percent. The ratio becomes

$$\frac{0.0179}{-1.568}=-1.1\ \text{percent}.$$

This compares like with like, because the relativistic shift also contains the response of the mean field. Both shifts include the spurious response of the valence electron to itself.

### How firm the number is

Multiplying the exchange potential by $3/2$, which is Slater's form, changes the relativistic shift of gold to $-2.00$ eV and the unrelaxed radiative shift to 0.0276 eV. Each changes by more than a fifth, but their ratio moves only from $-1.44$ to $-1.38$ percent. The uncertain normalization of the valence orbital largely cancels, as it does in the contact formula. This test keeps the self-repulsion of the 6s electron, which does not cancel. If 6s is instead placed in the self-consistent field of the Au$^+$ core, the relativistic shift is $-2.56$ eV, the unrelaxed radiative shift 0.0273 eV and the ratio $-1.06$ percent, and relaxing the core changes this only to $-1.05$ percent.

An error in the fitted self-energy does not cancel. A change of 10 percent in SE alters the unrelaxed sum by 0.0028 eV, or 12 percent of its value, and moves the ratio between about $-1.3$ and $-1.6$ percent. The conclusion at the one-percent level survives such an error; a second digit would not.

The argument applies to valence s electrons. The cancellation of $\rho_0$ gives no estimate for levels of higher angular momentum, whose nonrelativistic density vanishes at the nucleus. In gold the 5d levels are even raised, because changed screening outweighs the direct effect of relativity. The argument also concerns single levels only. In a difference of two energies the relativistic parts may nearly cancel, and the radiative part can then be a larger fraction of what remains.
